# What a constant oxygen correction to PBE oxide energies contains

## Problem

The formation energy of an oxide refers to the reaction

\[
m\,\mathrm{M(solid)}+n\,\mathrm{O_2(gas)}\rightarrow \mathrm{M}_m\mathrm{O}_{2n}\mathrm{(solid)} .
\]

Let \(E\) be its static energy, without vibrations, from the PBE functional, and let \(H\) be a reference formation enthalpy at 298.15 K. Both are in eV per formula unit, and a negative value means that the reaction releases energy. Six oxides of nontransition metals have these values:

| Oxide | \(m\) | \(n\) | \(E\) | \(H\) |
|---|---|---|---|---|
| A, M₂O | 2 | 0.5 | −4.672 | −5.393 |
| B, M₂O | 2 | 0.5 | −4.272 | −4.893 |
| C, MO | 1 | 0.5 | −4.622 | −5.393 |
| D, MO | 1 | 0.5 | −5.672 | −6.393 |
| E, M₂O₃ | 2 | 1.5 | −14.116 | −16.179 |
| F, MO₂ | 1 | 1.0 | −8.344 | −9.786 |

The oxides are models. The O₂ binding energy inside \(E\) is a real PBE result, but the energies of the solids are round numbers, with errors chosen to have about the size found necessary in part (b).

(a) Find the constant \(c\), in eV per O₂, that best corrects the six energies when \(E\) is replaced by \(E-nc\).

(b) For PBE calculations of real nontransition-metal oxides, a shift of 1.36 eV per O₂ has been quoted. Where does a shift of this size come from? Is it the PBE error of the O₂ molecule?

## A tempting solution

PBE binds O₂ too strongly. The reactant O₂ then lies too low in energy, and oxide formation releases too little. The correction should therefore be the overbinding of O₂, which can be calculated without any oxide.

With the cc-pVTZ basis, PBE gives a static binding energy \(D_{\rm PBE}=6.256\) eV. For comparison one takes a coupled-cluster estimate. The CCSD correlation energy is assumed to approach its limit as \(X^{-3}\), where \(X=2\) for cc-pVDZ and \(X=3\) for cc-pVTZ. Eliminating \(b\) from \(\epsilon_X=\epsilon_\infty+bX^{-3}\) gives

\[
27\epsilon_3-8\epsilon_2=19\,\epsilon_\infty ,\qquad
\epsilon_\infty=\frac{27\epsilon_3-8\epsilon_2}{19}.
\]

The Hartree–Fock part is kept at cc-pVTZ. The contribution of triple excitations is calculated in cc-pVDZ and scaled up in proportion to the CCSD correlation part of the binding. The result is 4.871 eV, so that

\[
6.256-4.871=1.385\ \text{eV}.
\]

This is within 0.03 eV of the quoted shift. The conclusion seems to be that 1.36 eV is the PBE error of O₂ and that PBE describes the solids correctly.

## Where it fails

The first fault is in the reference. The measured static binding energy of O₂ is roughly 5.2 eV, and the coupled-cluster estimate lies about 0.33 eV below it. The estimate contains small basis sets, an unextrapolated Hartree–Fock part, scaled triples and no higher excitations. The calculation does not resolve how much each of these contributes. An error of 0.33 eV is in any case far too large for an agreement within 0.03 eV to carry weight. Against the rough measured value, the overbinding is

\[
\Delta=D_{\rm PBE}-D_{\rm ref}=6.256-5.2\approx1.06\ \text{eV}.
\]

Since 5.2 eV is a two-figure value, rounding alone leaves \(\Delta\) uncertain by 0.05 eV. The basis adds a few hundredths: the larger def2-QZVP basis gives \(D_{\rm PBE}\approx6.22\) eV and \(\Delta\approx1.02\) eV. The third decimals carried below serve only to keep the arithmetic consistent.

The second fault is in the logic. A formation energy contains the oxide and the metal as well as O₂. A constant fitted to formation energies collects every error that grows in proportion to the oxygen content, whatever its origin. Numerical agreement with one contribution does not show that the others vanish.

## Right solution

### The energy cycle

Take everything apart into free atoms with energies \(e_{\rm M}\) and \(e_{\rm O}\). Let \(A_{\rm ox}\) be the atomization energy of the oxide per formula unit, \(A_{\rm M}\) that of the metal per atom, and \(D\) the binding energy of O₂, all positive for bound systems. The energies of the three substances are

\[
me_{\rm M}+2ne_{\rm O}-A_{\rm ox},\qquad e_{\rm M}-A_{\rm M},\qquad 2e_{\rm O}-D .
\]

Product minus reactants gives

\[
E=(me_{\rm M}+2ne_{\rm O}-A_{\rm ox})-m(e_{\rm M}-A_{\rm M})-n(2e_{\rm O}-D).
\]

The atomic energies cancel, leaving

\[
E=-A_{\rm ox}+mA_{\rm M}+nD .
\]

The reference enthalpy has the same static form plus a thermal part, written as \(nt\):

\[
H=-A_{\rm ox}^{\rm ref}+mA_{\rm M}^{\rm ref}+nD_{\rm ref}+nt .
\]

Subtract and divide by \(n\). The deviation per O₂ is

\[
d\equiv\frac{E-H}{n}=\Delta+s-t,
\]

\[
s=\frac{(A_{\rm ox}^{\rm ref}-A_{\rm ox}^{\rm PBE})+m(A_{\rm M}^{\rm PBE}-A_{\rm M}^{\rm ref})}{n}.
\]

Overbinding of O₂ makes \(d\) positive. An underbound oxide or an overbound metal does the same, because each makes the reaction look less exothermic. The tempting solution sets \(s-t=0\) without a reason.

### The fit

If each oxide is to count equally per O₂ molecule, minimize

\[
Q(c)=\sum_{i=1}^{N}(d_i-c)^2 .
\]

The derivative is \(Q'(c)=-2\sum_i(d_i-c)\). It vanishes when \(\sum_i d_i=Nc\), so

\[
c=\frac1N\sum_i d_i=\Delta+\bar s-t ,
\]

where \(\bar s\) is the mean of the \(s_i\) and \(t\) is taken as common to all oxides. The second derivative, \(2N\), is positive, so this is a minimum. Only the sum \(\Delta+\bar s-t\) enters the fit. The fitted constant alone cannot be divided into its parts.

For oxide A,

\[
d_{\rm A}=\frac{-4.672+5.393}{0.5}=1.442\ \text{eV}.
\]

The others follow in the same way, and the mean is

\[
c=\frac{1.442+1.242+1.542+1.442+1.375+1.442}{6}=1.414\ \text{eV per O}_2 ,
\]

or about 136 kJ per mole of O₂. This answers part (a).

Another reasonable choice minimizes the squared error per formula unit, \(\sum_i(E_i-H_i-cn_i)^2\). Setting its derivative \(-2\sum_i n_i(E_i-H_i-cn_i)\) to zero and using \(E_i-H_i=n_id_i\) gives

\[
c'=\frac{\sum_i n_i(E_i-H_i)}{\sum_i n_i^2}=\frac{\sum_i n_i^2d_i}{\sum_i n_i^2}=1.401\ \text{eV per O}_2 .
\]

Here the weights are \(n_i^2\). Oxide E alone carries \(2.25/4.25\), or 53 percent, of the total. The two shifts are close because the \(d_i\) are similar. A quoted shift should still say which weighting it uses.

### The thermal part

The energies \(E\) are static, but \(H\) is an enthalpy at 298.15 K, where \(kT=0.02569\) eV. The gas and the solid must both be considered.

Relative to the minimum of its energy curve, an O₂ molecule has the zero-point energy \(\hbar\omega/2\), translational energy \(3kT/2\), rotational energy \(kT\), and \(pV=kT\). Its vibration is practically unexcited, since the quantum \(\hbar\omega=0.1925\) eV, obtained from a parabola through three PBE energies, is more than seven times \(kT\). Hence

\[
h_{\rm gas}=\frac{\hbar\omega}{2}+\frac72kT=0.0963+0.0899=0.186\ \text{eV}.
\]

The classical rotational energy is justified here: a sum over the allowed odd rotational states gives 0.02563 eV, almost equal to \(kT\).

In the oxide, the two oxygen atoms have six vibrations. Give each the quantum \(\varepsilon=0.050\) eV, a chosen value, and assume that the metal atoms vibrate alike in metal and oxide. The mean energy of one vibration is

\[
u=\frac{\varepsilon}{2}+\frac{\varepsilon}{e^{\varepsilon/kT}-1}
=\frac{\varepsilon}{2}\,\frac{e^{\varepsilon/kT}+1}{e^{\varepsilon/kT}-1}
=\frac{\varepsilon}{2}\coth\frac{\varepsilon}{2kT}=0.0333\ \text{eV}.
\]

With the small \(pV\) term of the solids neglected,

\[
t=6u-h_{\rm gas}=0.200-0.186=0.014\ \text{eV per O}_2 .
\]

The near cancellation depends on \(\varepsilon\). For very soft vibrations \(u\to kT\), and \(t\) becomes \(0.154-0.186=-0.032\) eV. For very stiff ones \(6u\to3\varepsilon\), and \(t\) grows with \(\varepsilon\). In this model, even the sign of \(t\) is therefore not a general result, but for vibrations near the chosen value the term is small beside 1.36 eV. It reaches 0.13 eV at \(\varepsilon=0.10\) eV. If the metal atoms vibrate more stiffly in the oxide than in the metal, \(t\) also depends on \(m/n\): a change of their quantum from 0.025 to 0.050 eV gives values between 0.03 and 0.08 eV for these six oxides.

### What a shift of 1.36 eV requires

Assume that the quoted shift was obtained like \(c\), by comparing static PBE energies with formation enthalpies at 298.15 K. Solve \(c=\Delta+\bar s-t\) for the contribution of the solids and insert the quoted shift:

\[
\bar s=1.36-\Delta+t=1.36-1.056+0.014=0.318\ \text{eV per O}_2 .
\]

This answers part (b). If the calculations behind the quoted shift had the same O₂ error as the all-electron calculation used here, about 1.06 eV, or roughly three quarters of the shift, is PBE overbinding of O₂. The remaining 0.3 eV or so, about 0.16 eV per oxygen atom, then comes from the solids: relative to the metals, PBE binds the oxides too weakly. A setup that binds O₂ less strongly by some amount moves that amount from \(\Delta\) to \(\bar s\). The division also refers to the free O atom, which cancels from \(c\) but not from \(\Delta\) and \(s\) separately. The numbers here use the lowest PBE state of the atom, which is not spherical. A spherically averaged atom lies 0.38 eV higher and would raise \(\Delta\) and lower \(\bar s\) by 0.75 eV, leaving \(c\) unchanged.

The first part rests on a calculation and a rough measured value. The second is an inference from the quoted shift, not a calculation of real solids, and it does not tell how the error divides between oxide and metal. The number 1.36 is thus empirical. It depends on the chosen oxides, the weighting and the reference data, and the O₂ molecule alone does not produce it.

The model data show how the parts add. These are the atomization energies of the solids in eV, each written as reference / PBE-like value, with the resulting \(s\) in eV per O₂:

| Oxide | \(A_{\rm M}\) | \(A_{\rm ox}\) | \(s\) |
|---|---|---|---|
| A | 1.50 / 1.50 | 11.00 / 10.80 | 0.400 |
| B | 1.00 / 0.95 | 9.50 / 9.30 | 0.200 |
| C | 2.00 / 2.00 | 10.00 / 9.75 | 0.500 |
| D | 2.50 / 2.55 | 11.50 / 11.35 | 0.400 |
| E | 3.00 / 3.05 | 30.00 / 29.60 | 0.333 |
| F | 5.00 / 5.05 | 20.00 / 19.65 | 0.400 |

For oxide E, for example,

\[
s_{\rm E}=\frac{(30.00-29.60)+2(3.05-3.00)}{1.5}=\frac{0.50}{1.5}=0.333\ \text{eV}.
\]

The mean is \(\bar s=0.372\) eV, and \(1.056+0.372-0.014=1.414\) eV reproduces the fit. The model shift exceeds 1.36 eV by 0.054 eV because its mean solid error exceeds the required 0.318 eV by the same amount. Since the solid errors were chosen, the model is no independent evidence for the quoted value.

### How well one constant works

Before correction, the mean absolute error of the six energies is 1.414 eV per O₂. Afterwards it is 0.070 eV. The sample standard deviation of the \(d_i\) is 0.100 eV, which gives a standard error of \(0.100/\sqrt6=0.041\) eV for the mean. This describes the spread within the set. It does not include an error shared by all six oxides, such as a basis-set error in the calculated energy of O₂. For real data, where \(H\) is measured, the rounding of \(D_{\rm ref}\) does not change the fitted shift, only its division between O₂ and the solids.

A stricter question is how well the shift predicts an oxide left out of the fit. The mean of the others is \((Nc-d_i)/(N-1)\), so the prediction error is

\[
d_i-\frac{Nc-d_i}{N-1}=\frac{N}{N-1}(d_i-c).
\]

It is largest in size for oxide B: \(\tfrac65(1.242-1.414)\approx-0.21\) eV per O₂. The constant removes most of the error, but it does not make every oxide accurate to 0.1 eV per O₂.

### When the constant fails

Suppose that PBE overbinds every metal by a further \(\delta=0.20\) eV per metal atom. Then \(d_i\) grows by \(m_i\delta/n_i\): 0.80 eV for M₂O, 0.40 eV for MO, 0.27 eV for M₂O₃ and 0.20 eV for MO₂. The fitted shift rises to 1.892 eV and the scatter from 0.100 to 0.235 eV. The average part of the metal error has entered the so-called oxygen correction, and the rest remains as scatter. If all the oxides had the same ratio \(m/n\), the metal error would be absorbed completely and the fit would give no warning. A useful data set therefore contains several stoichiometries. Even then the warning appears only when the metal error is large compared with the existing scatter: \(\delta=0.04\) eV raises the shift to 1.510 eV and lowers the scatter to 0.090 eV.

### Where the origin of the shift matters

For the oxygen pressure at which metal and oxide coexist, the total shift is what counts. Treat the gas as ideal and let \(G\) be the formation free energy per formula unit at pressure \(p_0\). Raising the pressure to \(p\) raises the free energy of the reactants by \(nkT\ln(p/p_0)\), so equilibrium requires

\[
G-nkT\ln\frac{p}{p_0}=0,\qquad p=p_0\,e^{G/(nkT)} .
\]

If \(G/n\) is too high by 1.36 eV, the calculated pressure is too high by the factor \(e^{1.36/0.02569}\approx10^{23}\) at 298.15 K. Here the correction is indispensable, and its division between O₂ and the solids is irrelevant. The thermal part needs care, however. The fitted \(c\) contains \(-t\), so if \(G\) already includes the thermal energies of gas and solids, the correction per O₂ is \(c+t=\Delta+\bar s\).

If oxides react to form another oxide without taking up or releasing O₂, the corrections \(nc\) on the two sides are equal and cancel. The shift then improves nothing, and differences between the solid errors remain.

Breaking the O₂ bond is the opposite case, because no solid takes part. Raising the O₂ energy by 1.36 eV lowers its binding energy to

\[
6.256-1.36\approx4.90\ \text{eV},
\]

about 0.3 eV below the rough measured 5.2 eV. The fitted constant overcorrects the molecule because it also compensates for the solids. It is a correction for forming oxides from metals and O₂, and it should not be used as the true energy error of O₂. The individual values are listed in the numerical output.

## Table of computed values

```
Quoted shift, from the question: 1.36 eV per O2
PBE/cc-pVTZ O2 bond length: 1.222 angstrom
PBE/cc-pVDZ O2 binding at 1.22 angstrom: 6.279 eV
PBE/cc-pVTZ O2 binding at minimum: 6.256 eV
Coupled-cluster bond length used: 1.21 angstrom
CCSD(T)/cc-pVDZ O2 binding: 4.514 eV
Triples part of it: 0.225 eV
CCSD/cc-pVTZ plus scaled triples: 4.831 eV
Extrapolated CCSD plus scaled triples: 4.871 eV
Rough measured O2 binding, input: 5.2 eV
PBE overbinding against rough measured: 1.056 eV
PBE overbinding against coupled cluster: 1.385 eV
Temperature: 298.15 K, kT: 0.02569 eV
O2 vibrational quantum, PBE: 0.1925 eV
O2 rotational energy, level sum: 0.02563 eV
O2 enthalpy above static minimum: 0.1862 eV
Solid vibrational quantum, chosen: 0.050 eV
Energy per solid vibration: 0.0333 eV
Six solid vibrations: 0.2000 eV
Thermal term t: 0.0138 eV per O2
Solid part required by quoted shift: 0.318 eV per O2
The same per O atom: 0.159 eV
Model inputs: m, n, A_M ref, A_M PBE-like, A_ox ref, A_ox PBE-like (eV)
  A (M2O): 2, 0.5, 1.50, 1.50, 11.00, 10.80
  B (M2O): 2, 0.5, 1.00, 0.95, 9.50, 9.30
  C (MO): 1, 0.5, 2.00, 2.00, 10.00, 9.75
  D (MO): 1, 0.5, 2.50, 2.55, 11.50, 11.35
  E (M2O3): 2, 1.5, 3.00, 3.05, 30.00, 29.60
  F (MO2): 1, 1.0, 5.00, 5.05, 20.00, 19.65
Model results: E, H (eV per formula); (E-H)/n, s, after fit (eV per O2)
  A (M2O): -4.672, -5.393; 1.442, 0.400, 0.028
  B (M2O): -4.272, -4.893; 1.242, 0.200, -0.172
  C (MO): -4.622, -5.393; 1.542, 0.500, 0.128
  D (MO): -5.672, -6.393; 1.442, 0.400, 0.028
  E (M2O3): -14.116, -16.179; 1.375, 0.333, -0.039
  F (MO2): -8.344, -9.786; 1.442, 0.400, 0.028
Mean solid part s: 0.372 eV per O2
Fitted shift, equal weight per O2: 1.414 eV per O2
Fitted shift, least squares per formula: 1.401 eV per O2
Scatter (sample standard deviation): 0.100 eV per O2
Standard error of the shift: 0.041 eV per O2
Mean absolute error before: 1.414 eV per O2
Mean absolute error after: 0.070 eV per O2
Largest leave-one-out error: 0.207 eV per O2
Added metal error: 0.20 eV per metal atom
Shift with added metal error: 1.892 eV per O2
Scatter with added metal error: 0.235 eV per O2
```
